# Gauging Away Uniform Antisymmetric Exchange: Open Chains, Rings and Pinned Films

## 1. Definitions and conventions

A chain has \(N\ge 3\) sites \(j=1,\dots,N\). Each carries a spin \(\mathbf S_j\) of length \(s\), in units of \(\hbar\), with \(S^\pm=S^x\pm iS^y\). The bond from \(j\) to \(j+1\) has the energy

\[
h_j=-J\,(S^x_jS^x_{j+1}+S^y_jS^y_{j+1})-J_zS^z_jS^z_{j+1}-D\,\hat z\cdot(\mathbf S_j\times\mathbf S_{j+1}).
\]

Positive \(J\) is ferromagnetic. The last term is the antisymmetric, or Dzyaloshinskii–Moriya, exchange. "Uniform" means that its vector \(D\hat z\) has the same size, sign and axis on every bond. The open chain has \(N-1\) bonds. The ring has one more, from site \(N\) to site 1, of the same form. Define

\[
J+iD=Ke^{i\theta},\qquad K=\sqrt{J^2+D^2},\qquad \theta=\operatorname{atan2}(D,J),\qquad \Phi=N\theta .
\]

Two results follow.

- **Open chain.** Site rotations about \(z\) remove \(D\). The remaining chain has transverse exchange \(K\) and unchanged \(J_z\), so it is not the original chain with \(D\) deleted.
- **Ring.** The same rotations leave a twist \(\Phi\) on the closing bond. No unitary transformation turns this ring into the untwisted ring with the same \(K\) and \(J_z\), unless \(\Phi\) is a multiple of \(2\pi\).

## 2. Antisymmetric exchange is a bond phase

Multiply out the hopping operator of one bond, with a prime for the second site:

\[
S^+S'^-=(S^x+iS^y)(S'^x-iS'^y)
=(S^xS'^x+S^yS'^y)-i(S^xS'^y-S^yS'^x).
\]

The second bracket is \(\hat z\cdot(\mathbf S\times\mathbf S')\). Both brackets are Hermitian, because operators on different sites commute. Adding and subtracting the Hermitian conjugate \(S^-S'^+\) gives

\[
S^xS'^x+S^yS'^y=\tfrac12(S^+S'^-+S^-S'^+),\qquad
\hat z\cdot(\mathbf S\times\mathbf S')=\tfrac i2(S^+S'^--S^-S'^+).
\]

Insert these in \(h_j\). The coefficient of \(S^+S'^-\) is \(-\tfrac12(J+iD)\), and that of \(S^-S'^+\) is its complex conjugate. Therefore

\[
h_j=-\frac K2\left(e^{i\theta}S^+_jS^-_{j+1}+e^{-i\theta}S^-_jS^+_{j+1}\right)-J_zS^z_jS^z_{j+1}.
\]

A spin flip that hops along the chain acquires a phase \(\theta\) per bond, as a charge does in a vector potential. This is why the removal of \(D\) is called a gauge transformation.

## 3. The open chain

Rotate site \(j\) by an angle proportional to its position:

\[
U=\exp\Big(i\theta\sum_{j=1}^N jS^z_j\Big).
\]

To find its action, set \(F(\chi)=e^{i\chi S^z}S^+e^{-i\chi S^z}\). Since \([S^z,S^+]=S^+\), we have \(dF/d\chi=iF\) with \(F(0)=S^+\), so \(F=e^{i\chi}S^+\). Hence

\[
US^+_jU^\dagger=e^{i\theta j}S^+_j,\qquad US^-_jU^\dagger=e^{-i\theta j}S^-_j,\qquad US^z_jU^\dagger=S^z_j .
\]

On a bond of the open chain the two site phases combine to \(e^{i\theta j}e^{-i\theta(j+1)}=e^{-i\theta}\), which cancels the bond phase. The result is

\[
UH_{\rm open}U^\dagger=\sum_{j=1}^{N-1}\left[-K(S^x_jS^x_{j+1}+S^y_jS^y_{j+1})-J_zS^z_jS^z_{j+1}\right].
\]

No approximation was made, and the spectra agree level by level for any \(s\) and any \(D\).

**What remains of \(D\).** If the original symmetric exchange is isotropic, \(J_z=J=K\cos\theta\), the transformed chain has \(K>J_z\) and favours the \(xy\) plane. For small \(D/J\) the relative anisotropy is \(1-\cos\theta\approx D^2/2J^2\). The transformed chain is isotropic if \(J_z=K\); the original then has a full rotation symmetry hidden by the site-dependent axes.

**Observables.** If \(|\psi'\rangle\) is an eigenstate of the transformed chain, the original eigenstate is \(|\psi\rangle=U^\dagger|\psi'\rangle\). Thus

\[
\langle\psi|S^+_iS^-_j|\psi\rangle=\langle\psi'|US^+_iS^-_jU^\dagger|\psi'\rangle
=e^{i\theta(i-j)}\langle\psi'|S^+_iS^-_j|\psi'\rangle .
\]

A collinear correlation in the rotated frame is a spiral in the laboratory frame, advancing by \(\theta\) per site. Anyone who computes transverse correlations with the simpler Hamiltonian must restore this factor before comparing them with laboratory ones. Energies and correlations of \(S^z\) need no such factor.

**What may be added.** A field along \(z\), or a single-ion term \(A(S^z_j)^2\), commutes with \(U\) and is unchanged. A transverse field is not, because

\[
US^x_jU^\dagger=\tfrac12(e^{i\theta j}S^+_j+e^{-i\theta j}S^-_j)=\cos(\theta j)\,S^x_j-\sin(\theta j)\,S^y_j .
\]

A uniform field along \(x\) becomes a field that rotates along the chain, so \(D\) has only been moved to another term.

**Non-uniform bonds.** If \(D\) or \(J\) varies in size but the axis stays fixed, bond \(j\) has its own phase \(\theta_j\). The site angle \(\chi_j=\theta_1+\dots+\theta_{j-1}\) removes them all. If the axis of \(D\) changes from bond to bond, the rotations no longer commute and the simple sum of angles fails.

## 4. The ring

The closing bond contains \(e^{i\theta}S^+_NS^-_1\). Under the same \(U\), the site phases give \(e^{i\theta N}e^{-i\theta}=e^{i\theta(N-1)}\). Together with the bond's own phase,

\[
U\left(e^{i\theta}S^+_NS^-_1\right)U^\dagger=e^{iN\theta}S^+_NS^-_1=e^{i\Phi}S^+_NS^-_1 .
\]

Every other bond is free of phase. The ring can therefore be written as a uniform chain without \(D\), provided the site after the last is defined by

\[
S^\pm_{N+1}=e^{\mp i\Phi}S^\pm_1,\qquad S^z_{N+1}=S^z_1 .
\]

This is the twisted boundary condition. Physically, the rotated axes have turned by \(\Phi\) on returning to the starting site, and in general do not match the axes there.

A different choice of rotations about \(z\) does not help. Site angles \(\chi_j\) change the bond phases by

\[
\theta_j\to\theta_j+\chi_j-\chi_{j+1}.
\]

Around the ring each \(\chi_j\) enters once with each sign, so the sum \(\Phi\) is unchanged. It matters modulo \(2\pi\), because the Hamiltonian contains \(e^{i\Phi}\). This also holds for half-integer \(s\): a rotation by \(2\pi\) may change the sign of a state, but it returns every spin operator to itself.

### No other unitary removes the twist

A unitary transformation preserves \(\operatorname{Tr}H^N\). It is therefore enough to show that this number depends on \(\Phi\) at fixed \(K\) and \(J_z\).

Expand \(H^N\) in products of \(N\) bond terms. In one product, let \(w_j\) be the number of factors \(S^+_jS^-_{j+1}\) minus the number of their conjugates. The trace vanishes unless raising and lowering balance at each site. Site \(j\) is raised by bond \(j\) and lowered by bond \(j-1\), so balance requires \(w_j=w_{j-1}\). All \(w_j\) thus equal one integer \(w\), and the product carries the phase \(e^{iwN\theta}=e^{iw\Phi}\).

A product with winding \(w\) needs at least \(N|w|\) factors. With \(N\) available, \(w\) is \(0\) or \(\pm1\), and \(w=\pm1\) uses each bond once. There are \(N!\) orders. In each, the trace splits into one factor per site, either \(\operatorname{Tr}S^+S^-\) or \(\operatorname{Tr}S^-S^+\). These are equal by cyclicity. Their value is

\[
\tau=\operatorname{Tr}\left[(S^x)^2+(S^y)^2\right]=\tfrac23 s(s+1)(2s+1),
\]

since the three squared components have equal traces and sum to \(s(s+1)\) times the unit matrix of dimension \(2s+1\). Adding \(w=1\) and \(w=-1\), and subtracting the untwisted ring, gives

\[
\operatorname{Tr}H^N(\Phi)-\operatorname{Tr}H^N(0)=2N!\left(-\frac{K\tau}{2}\right)^N(\cos\Phi-1).
\]

The right side vanishes only if \(\Phi\) is a multiple of \(2\pi\). For any other twist the two spectra differ, and no unitary can connect the rings. When \(\Phi\) is a multiple of \(2\pi\), \(U\) itself connects them.

**High temperature.** The same counting shows that lower powers of \(H\) have traces independent of \(\Phi\). In the expansion of \(Z=\operatorname{Tr}e^{-H/k_BT}\), the twist first enters through \((-1/k_BT)^N\operatorname{Tr}H^N/N!\). Dividing by the leading term \((2s+1)^N\) and using \(F=-k_BT\ln Z\), we find to leading order

\[
F(\Phi)-F(0)\approx 2k_BT\left[\frac{Ks(s+1)}{3k_BT}\right]^N(1-\cos\Phi).
\]

The relative error of this leading term grows with \(N\): for \(s=1/2\), \(J_z=J\), \(D=0.5J\) and \(k_BT=4J\), the exact value is 0.86 of it for \(N=6\) and 0.82 for \(N=8\). As a number, the formula needs \(k_BT\) large compared with \(N\) times the exchange. The trend needs less: when \(k_BT\) is large compared with \(K s(s+1)\) and \(|J_z|s(s+1)\), a long ring hardly senses its closure, because spin correlations must reach all the way round.

### A six-spin example

Take \(s=1/2\), \(N=6\), \(J_z=J\) and \(D=0.5J\). Then \(K=\sqrt{1.25}\,J=1.118J\), \(\theta=26.565^\circ\) and \(\Phi=159.39^\circ\). Diagonalization gives these ground energies:

| Chain | Energy \(/J\) |
|---|---:|
| open, with \(D\) | −1.4325 |
| open, transformed | −1.4325 |
| ring, with \(D\) | −1.5000 |
| ring, transformed with twist | −1.5000 |
| ring, transformed without twist | −1.7154 |

Dropping the twist would lower the energy by \(0.2154J\). For the trace, \(\tau=1\) and \((K/2)^6=0.03052J^6\), so the formula gives \(2\times720\times0.03052\times(-0.936-1)J^6=-85.08J^6\). The difference computed from the matrices is the same.

The value \(-1.5000J\) has a simple reading. With all spins along \(z\), every hopping term gives zero, and the energy is \(-6J_z/4=-1.5J\). The ground energy coincides with this level to the printed precision. The level is seven-fold degenerate: for \(J_z=J\), every state with all six spins parallel has this energy, whether they point along \(z\) or lie in the plane, because the \(D\) terms acting on such a state cancel around the ring. In this example the twist removes the whole amount by which the untwisted ring lies below it.

## 5. Classical closure and whole turns

For long spins, replace \(\mathbf S_j\) by a vector of length \(s\) in the \(xy\) plane at angle \(\varphi_j\). Write \(\bar J=Js^2\), \(\bar D=Ds^2\), \(\bar K=Ks^2\), and \(\delta_j=\varphi_{j+1}-\varphi_j\). A bond has energy

\[
-\bar J\cos\delta_j-\bar D\sin\delta_j=-\bar K\cos(\delta_j-\theta),
\]

because \(\bar J=\bar K\cos\theta\) and \(\bar D=\bar K\sin\theta\). A chain with free ends takes \(\delta_j=\theta\) everywhere and reaches the minimum on each bond. With site spacing \(d\), its pitch is \(2\pi d/|\theta|\).

A ring must return to its first direction, so \(\sum_j\delta_j=2\pi n\) with integer \(n\). For uniform turning, \(\delta_j=2\pi n/N\). Define the strain per bond \(\varepsilon_n=(2\pi n-\Phi)/N\). Measured from the unstrained spiral with the same number of bonds, the energy is

\[
E_n=N\bar K(1-\cos\varepsilon_n)\approx\frac{\bar K(2\pi n-\Phi)^2}{2N}\qquad(|\varepsilon_n|\ll1).
\]

The favoured \(n\) is the integer nearest to \(\Phi/2\pi\). Two neighbouring windings have equal energy at \(\Phi=(2n+1)\pi\). If \(\Phi=2\pi n\), the closure costs nothing, in agreement with the quantum result.

### A film that imposes the same closure

Bending a crystal into a ring can rotate \(D\) from bond to bond and break the assumption of uniformity. A flat film avoids this. Let \(N\) bonds join \(N+1\) layers, and hold the two end layers in the same in-plane direction. The sum of the \(N\) turning angles is again \(2\pi n\), so the planar energies are those of the ring. Each layer is assumed to rotate as a unit, and all energies below are per atomic column through the film.

If the top pin is misaligned by \(\alpha\), then \(2\pi n\) becomes \(2\pi n+\alpha\). Differentiation gives the torque that a pin must withstand:

\[
\left.\frac{dE_n}{d\alpha}\right|_{\alpha=0}=\bar K\sin\varepsilon_n .
\]

### Which windings survive tilting

Let \(J_z=J>0\), and give the interior spins small components \(sz_j\) along \(z\), with \(z_0=z_N=0\). The in-plane lengths shrink by \(\sqrt{1-z_j^2}\approx1-z_j^2/2\). To second order, one bond changes by

\[
\tfrac12\bar K\cos\varepsilon_n(z_j^2+z_{j+1}^2)-\bar Jz_jz_{j+1}.
\]

Changes of the in-plane angle do not mix with \(z_j\) at this order, since \(z_j\) enters quadratically. They cost energy by themselves if \(\cos\varepsilon_n>0\). Each interior site belongs to two bonds, so the tilt energy is

\[
\sum_{j=1}^{N-1}\bar K\cos\varepsilon_n\,z_j^2-\bar J\sum_{j=1}^{N-2}z_jz_{j+1}.
\]

Its modes are \(z_j\propto\sin(m\pi j/N)\), for which \(z_{j-1}+z_{j+1}=2\cos(m\pi/N)z_j\). The softest has \(m=1\) and stiffness

\[
\kappa_n=\bar K\cos\varepsilon_n-\bar J\cos(\pi/N).
\]

A planar state with \(\kappa_n<0\) is unstable. In a ring the softest tilt is uniform, and \(\cos(\pi/N)\) is replaced by 1. For \(D>0\) and \(|\varepsilon_n|<\pi/2\), a planar ring state is then stable against tilting if \(|\varepsilon_n|<\theta\); a larger strain makes the spins leave the plane. An easy-plane energy \(az_j^2\) per site adds \(a\) to \(\kappa_n\) and leaves the differences between planar energies unchanged.

## 6. Worked film

The parameters are rough values in the regime of the monoaxial chiral helimagnet CrNb₃S₆: spacing \(d=0.60\) nm, \(\bar J=8.00\) meV and \(\bar D=0.64\) meV. Then \(\bar K=8.026\) meV, \(\theta=4.574^\circ\), and the pitch is \(360\times0.60/4.574=47.2\) nm. With \(N=100\) the film is 60 nm thick and \(\Phi/2\pi=1.27\) turns.

| \(n\) | \(\varepsilon_n\) (deg) | \(E_n\) (meV) | \(\kappa_n\) (meV) |
|---|---:|---:|---:|
| 0 | −4.574 | 2.556 | 0.00395 |
| 1 | −0.974 | 0.116 | 0.02835 |
| 2 | 2.626 | 0.843 | 0.02108 |
| 3 | 6.226 | 4.734 | −0.01783 |

For \(n=1\), \(\varepsilon_1=-0.0170\) rad and \(E_1\approx100\times8.026\times(0.0170)^2/2=0.116\) meV. The gap to the next winding is

\[
E_2-E_1=0.843-0.116=0.727\ \text{meV per column}.
\]

With a column area of \(0.281\) nm², this is \(2.58\) meV/nm², or \(0.414\) mJ/m². The pin torque for \(n=2\) is \(8.026\sin2.626^\circ=0.368\) meV per column.

The stability condition was tested by disturbing each spiral in three dimensions and letting the interior spins relax. The states \(n=0,1,2\) returned to their planar energies. The state \(n=3\) did not: it left the plane and unwound. Where it ends depends on the path. The quasi-Newton minimization stopped early, at 0.456 meV with \(n=1\) and a largest \(|S^z|/s\) of 0.157. This point is not stationary, its energy changes with the starting disturbance, and a restart goes on to the planar \(n=1\) spiral at \(E_1=0.116\) meV. Slow damped descent from the same start loses only one turn and settles in the planar \(n=2\) spiral at 0.843 meV. The result shows the escape from \(n=3\). It shows no new non-planar minimum and does not fix the final winding.

This escape belongs to the model without easy-plane anisotropy. Since such an energy adds \(a\) to \(\kappa_n\), any \(a>0.018\) meV per site makes \(\kappa_3\) positive and lets \(n=3\) survive as well. CrNb₃S₆ does favour the plane, so the loss of \(n=3\) should not be expected in a real film unless \(a\) is known to be smaller than this. In a wide film the magnetostatic cost of tilting, \(\mu_0M_z^2/2\) per unit volume, acts in the same way. With three Bohr magnetons per site it adds about 0.018 meV to \(a\), which by itself roughly balances the negative \(\kappa_3\).

## 7. Comparison with a real film

CrNb₃S₆ has a spiral axis along its layer stacking, a pitch of roughly 50 nm and an ordering temperature of roughly 130 K. The model pitch is in that range, but room-temperature operation is excluded. The exchange energy is an effective choice, not a measurement; at fixed \(\theta\) and \(N\), the gap is proportional to it. In mean-field theory with spin 3/2, 8 meV between layers would by itself give an ordering temperature of about 103 K. Within mean-field theory that leaves little for the exchange within the layers, which must be strong if each layer is to rotate as a unit. Mean-field theory overestimates ordering temperatures, so this comparison is only a rough one. The gap is therefore a scale for the model, not a prediction for the material. Perfectly parallel pins are also an idealization. For small strain,

\[
E_2-E_1\approx\frac{2\pi\bar K}{N}(3\pi+\alpha-\Phi),
\]

so a misalignment of \(10^\circ\) moves the gap by \(0.088\) meV, or 12%. One extra layer, with the pins kept parallel, lowers it to about 0.68 meV, or by 6%. Thickness steps therefore matter.

Other neglected effects, relative to the 0.727 meV gap, are as follows.

- **Magnetostatic energy.** For a disc 1000 nm wide, a uniformly magnetized spheroid gives a scale of 0.079 meV per column, or 11%. This is neither a bound nor the difference between two windings. Narrower elements have a larger in-plane demagnetizing factor and need a separate calculation.
- **Temperature.** At 50 K, mean-field theory gives a reduced magnetization \(m=0.966\). Both exchange energies scale with \(m^2\), so \(\theta\) is unchanged and the gap falls to 0.678 meV, by 7%. Mean-field theory leaves out spin waves. With the in-layer exchange that the same mean-field ordering temperature allows (about 0.31 meV to each of six neighbours) and no anisotropy, linear spin-wave theory gives \(m\approx0.76\) at 50 K, so the true reduction may be much larger than 7%.
- **Weak interfaces.** Halving \(J\) and \(D\) on both end bonds gives 0.713 meV, a fall of 2%. At small strain each half-strength bond yields like two normal ones, so the \(N\) in the denominator of the gap formula becomes \(N+2\), while \(\Phi\) keeps its value.
- **Stray field.** For 10 mT along \(\pm x\) or \(\pm y\), the largest computed shift is 0.0018 meV, or 0.2%.

The thermal energy at 50 K is 4.31 meV, about six times the gap of one column. A single column cannot hold a preferred winding; the layers must rotate collectively. The disc has \(2.79\times10^6\) columns and a total gap of about 2.0 keV. This is an energy difference, not a switching barrier: a reversal may start locally, and its path has not been calculated. Retention time and switching current therefore cannot be inferred from the gap. The field, magnetostatic and mean-field estimates assume spin 3/2 and \(g=2\), that is, three Bohr magnetons per column in each layer.

## Table of computed values

```
Six spins 1/2, energies in units of J
J = Jz = 1.0, D = 0.5, K = 1.11803
theta = 26.565 deg, Phi = 159.390 deg
ground energy, open with D: -1.432495 J
ground energy, open XXZ: -1.432495 J
ground energy, ring with D: -1.500000 J
ground energy, ring XXZ twisted: -1.500000 J
ground energy, ring XXZ untwisted: -1.715399 J
Tr H^6 difference, matrices: -85.078125 J^6; law: -85.078125 J^6
Film, rough values in the regime of CrNb3S6; energies per column
J = 8.00 meV, D = 0.64 meV, K = 8.0256 meV
bonds N = 100, spacing = 0.60 nm, thickness = 60.0 nm
theta = 4.5739 deg, pitch = 47.22 nm
Phi = 7.9830 rad = 1.2705 turns
n = 0: strain -4.5739 deg/bond, E_n = 2.5559 meV, tilt stiffness 0.00395 meV
   relaxed: 2.5559 meV, -0.000 turns, largest |Sz|/S = 0.0000
n = 1: strain -0.9739 deg/bond, E_n = 0.1159 meV, tilt stiffness 0.02835 meV
   relaxed: 0.1159 meV, 1.000 turns, largest |Sz|/S = 0.0000
n = 2: strain 2.6261 deg/bond, E_n = 0.8428 meV, tilt stiffness 0.02108 meV
   relaxed: 0.8428 meV, 2.000 turns, largest |Sz|/S = 0.0000
n = 3: strain 6.2261 deg/bond, E_n = 4.7337 meV, tilt stiffness -0.01783 meV
   relaxed: 0.4556 meV, 1.000 turns, largest |Sz|/S = 0.1572
gap E_2 - E_1 = 0.7269 meV per column
column area = 0.2814 nm2 (in-plane lattice 0.57 nm)
gap per area = 2.5834 meV/nm2 = 0.4139 mJ/m2
Neglected effects
transverse field 10 mT: Zeeman 0.00174 meV per spin, largest gap shift 0.0018 meV
end bonds at half strength: gap = 0.7126 meV
mean field at 50 K, ordering 130 K: m = 0.9655, gap times m^2 = 0.6777 meV
thermal energy at 50 K = 4.309 meV
disc 1000 nm wide: 2.791e+06 columns, total gap 2029.0 eV
magnetization 164.8 kA/m, in-plane demagnetizing factor 0.0438
magnetostatic scale, uniform spheroid: 0.0787 meV per column
```
